**Nuclear magnetic shielding of a Dirac 1s electron: closed formula and expansion**

For a point nucleus of charge Z, the shielding is σ = Zα²{2(4 − γ − 2γ²)/[9γ(2γ − 1)] + 2(γ + 2)/[27(1 + γ)]}, with γ = √(1 − x), x = (Zα)² and α the fine-structure constant. The two terms come from the κ = −1 and κ = 2 intermediate states, and the energy bilinear in the field B and the nuclear moment μ is +σμ·B. The program asserts the angular factors by quadrature, the closed response functions by differentiation and integration, and both channel sums by diagonalization in a Laguerre basis at Z = 6, 12, 37 and 60. It also asserts that a mixed finite difference of the perturbed energy reproduces the second-order sum. The coefficient 97/36 is asserted from the symbolic series and, separately, from diagonalization data, which give 2.69427 against 2.69444. The largest relative deviation between diagonalization and formula is 4.5 × 10⁻¹⁴ for κ = −1 and 1.1 × 10⁻⁴ for κ = 2, where the basis converges more slowly. For Rb³⁶⁺ the output gives σ = 801.4 ppm, against 656.8 ppm from the leading term and 785.8 ppm through order x.

## Numerical verification

```python
"""Magnetic shielding of a point nucleus by one Dirac 1s electron.

Result under test (Hartree atomic units, c = 1/alpha, x = (Z alpha)^2):
  sigma = Z alpha^2 * [ 2(4-g-2g^2)/(9g(2g-1)) + 2(g+2)/(27(1+g)) ],
  g = sqrt(1-x); first term: kappa=-1 channel, second: kappa=2 channel;
  sigma = (Z alpha^2/3) * (1 + (97/36) x + ...).
The energy bilinear in field B and nuclear moment mu is +sigma*mu*B.
Radial spinors are (G, F), with psi = (G chi_kappa, i F chi_-kappa)/r.
Energies in the diagonalization are counted from +c^2.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import fine_structure as ALPHA
from scipy.special import roots_genlaguerre, eval_genlaguerre, gammaln, lpmv

C = 1.0 / ALPHA


def channel_factors(g):
    """Closed-form channel shieldings divided by Z alpha^2."""
    s_channel = 2 * (4 - g - 2 * g**2) / (9 * g * (2 * g - 1))
    d_channel = 2 * (g + 2) / (27 * (1 + g))
    return s_channel, d_channel


# ---------- angular factors from explicit spin-angle functions, m = 1/2
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(40)
sin_nodes = np.sqrt(1 - cos_nodes**2)


def spin_angle(kappa):
    """Two components at azimuth zero."""
    l = kappa if kappa > 0 else -kappa - 1
    y0 = np.sqrt((2 * l + 1) / (4 * np.pi)) * lpmv(0, l, cos_nodes)
    y1 = np.zeros_like(y0)
    if l > 0:
        y1 = (np.sqrt((2 * l + 1) / (4 * np.pi * l * (l + 1)))
              * lpmv(1, l, cos_nodes))
    big = np.sqrt((l + 1) / (2 * l + 1))
    small = np.sqrt(l / (2 * l + 1))
    if kappa < 0:
        return big * y0, small * y1
    return -small * y0, big * y1


def cross_element(kappa_left, kappa_right):
    """Matrix element of sigma.(z x rhat); azimuth integral is 2 pi."""
    a, b = spin_angle(kappa_left), spin_angle(kappa_right)
    integrand = sin_nodes * (-1j * a[0] * b[1] + 1j * a[1] * b[0])
    return 2 * np.pi * np.sum(cos_weights * integrand)


angular = {}
for kap in (-1, 2, 1, -2, -3):
    upper_lower = cross_element(kap, 1)
    lower_upper = cross_element(-kap, -1)
    assert abs(upper_lower + lower_upper) < 1e-12
    angular[kap] = (upper_lower / 1j).real
assert abs(angular[-1]**2 - 4 / 9) < 1e-12
assert abs(angular[2]**2 - 2 / 9) < 1e-12
assert max(abs(angular[k]) for k in (1, -2, -3)) < 1e-12


# ---------- radial Dirac matrices in orthonormal Laguerre functions
def polynomials(space, y):
    s, n = space
    k = np.arange(n)[:, None]
    norm = np.exp(0.5 * (gammaln(k + 1) - gammaln(k + 2 * s + 1)))
    value = norm * eval_genlaguerre(k, 2 * s, y[None, :])
    slope = np.zeros_like(value)
    slope[1:] = -norm[1:] * eval_genlaguerre(k[1:] - 1, 2 * s + 1,
                                            y[None, :])
    return value, slope


def power_matrix(left, right, power, lam):
    """Integral of left * r^power * right."""
    y, w = roots_genlaguerre(max(left[1], right[1]) + 3,
                             left[0] + right[0] + power)
    a, b = polynomials(left, y)[0], polynomials(right, y)[0]
    return (a * w) @ b.T / (2 * lam)**power


def derivative_matrix(left, right, lam):
    """Integral of left * d(right)/dr."""
    y, w = roots_genlaguerre(max(left[1], right[1]) + 3,
                             left[0] + right[0] - 1)
    a = polynomials(left, y)[0]
    b, slope = polynomials(right, y)
    return 2 * lam * (a * w) @ ((right[0] - y / 2) * b + y * slope).T


def dirac_matrix(Z, kappa, G, F, lam):
    coupling = C * (derivative_matrix(F, G, lam)
                    + kappa * power_matrix(F, G, -1, lam))
    upper = -Z * power_matrix(G, G, -1, lam)
    lower = -2 * C**2 * np.eye(F[1]) - Z * power_matrix(F, F, -1, lam)
    return np.block([[upper, coupling.T], [coupling, lower]])


def magnetic_matrix(left, right, power, factor, lam):
    """factor * r^power * sigma_x between two radial spinor spaces."""
    (GL, FL), (GR, FR) = left, right
    return factor * np.block([
        [np.zeros((GL[1], GR[1])), power_matrix(GL, FR, power, lam)],
        [power_matrix(FL, GR, power, lam), np.zeros((FL[1], FR[1]))]])


def build(Z, n):
    g = np.sqrt(1 - (Z * ALPHA)**2)
    lam = 1.3 * Z
    # For kappa=2 the lower space holds the derivatives of the upper one.
    spaces = {-1: ((g, n), (g, n)), 2: ((g + 1, n), (g, n + 1))}
    H = {k: dirac_matrix(Z, k, *spaces[k], lam) for k in spaces}
    VB, VM = {}, {}
    for k in spaces:
        VB[k] = magnetic_matrix(spaces[k], spaces[-1], 1,
                                -angular[k] * C / 2, lam)
        VM[k] = magnetic_matrix(spaces[k], spaces[-1], -2,
                                -angular[k] * ALPHA, lam)
    return H, VB, VM


def spectral_shielding(Z, n=40):
    """Channel sums as (negative-energy part, positive-energy part)."""
    H, VB, VM = build(Z, n)
    g = np.sqrt(1 - (Z * ALPHA)**2)
    expected = -Z**2 / (1 + g)
    energies, vectors = np.linalg.eigh(H[-1])
    ground = np.argmin(abs(energies - expected))
    E0, psi0 = energies[ground], vectors[:, ground]
    assert abs(E0 / expected - 1) < 1e-8
    parts = {}
    for k in (-1, 2):
        E, U = np.linalg.eigh(H[k])
        keep = np.ones(len(E), bool)
        if k == -1:
            keep[ground] = False
        b, m = U.T @ (VB[k] @ psi0), U.T @ (VM[k] @ psi0)
        terms = 2 * b[keep] * m[keep] / (E0 - E[keep])
        negative = E[keep] < -C**2
        parts[k] = (terms[negative].sum(), terms[~negative].sum())
    return parts, E0


spectral = {}
worst = {-1: 0.0, 2: 0.0}
for Z in (6, 12, 37, 60):
    parts, energy = spectral_shielding(Z)
    spectral[Z] = parts
    formula = channel_factors(np.sqrt(1 - (Z * ALPHA)**2))
    for k, factor in zip((-1, 2), formula):
        error = abs(sum(parts[k]) / (Z * ALPHA**2 * factor) - 1)
        worst[k] = max(worst[k], error)
# kappa=2 converges only algebraically: its small-r powers are mixed.
assert worst[-1] < 1e-6, worst
assert worst[2] < 2e-4, worst


def total(parts):
    return sum(sum(p) for p in parts.values())


def negative_share(parts):
    return sum(p[0] for p in parts.values()) / total(parts)


# ---------- coefficient of x from diagonalization data alone
slopes = []
for Z in (6, 12):
    x = (Z * ALPHA)**2
    slopes.append((total(spectral[Z]) / (Z * ALPHA**2 / 3) - 1) / x)
numeric_coefficient = (4 * slopes[0] - slopes[1]) / 3
assert abs(numeric_coefficient - 97 / 36) < 2e-3, numeric_coefficient

# ---------- role and basis stability of the negative-energy part
share_low, share_rb = negative_share(spectral[6]), negative_share(spectral[37])
share_small_basis = negative_share(spectral_shielding(37, 25)[0])
assert abs(share_low - 1) < 0.03, share_low
assert abs(share_rb - share_small_basis) < 1e-2
assert abs(1 - share_rb) > abs(1 - share_low)

# ---------- definition: mixed derivative of the perturbed energy
# Coupling within kappa=2 enters only beyond second order: left out.
H, VB, VM = build(37, 20)
small_parts, small_E0 = spectral_shielding(37, 20)
n_s, n_d = len(H[-1]), len(H[2])


def join(ss, ds, dd):
    return np.block([[ss, ds.T], [ds, dd]])


H_all = join(H[-1], np.zeros((n_d, n_s)), H[2])
B_all = join(VB[-1], VB[2], np.zeros((n_d, n_d)))
M_all = join(VM[-1], VM[2], np.zeros((n_d, n_d)))


def perturbed_energy(B, mu):
    levels = np.linalg.eigvalsh(H_all + B * B_all + mu * M_all)
    return levels[np.argmin(abs(levels - small_E0))]


dB, dM = 5.0, 0.02
mixed = (perturbed_energy(dB, dM) - perturbed_energy(dB, -dM)
         - perturbed_energy(-dB, dM) + perturbed_energy(-dB, -dM))
sigma_difference = mixed / (4 * dB * dM)
assert abs(sigma_difference / total(small_parts) - 1) < 1e-3

# ---------- closed response functions for Rb36+
mp.mp.dps = 30
Z = mp.mpf(37)
a = mp.mpf(ALPHA)
c = 1 / a
g = mp.sqrt(1 - (Z * a)**2)
q = -Z * a / (1 + g)
w = -a * (2 * g + 1) / 2
t = a * (1 - g) * (3 + 2 * g) / (2 * Z)
t0 = -(2 * g + 1) * a**3 / 2
norm2 = (1 + g) / 2 * (2 * Z)**(2 * g + 1) / mp.gamma(2 * g + 1)


def phi(r):
    return mp.sqrt(norm2) * r**g * mp.exp(-Z * r)


def field_response(r):
    return (phi(r) * (t * r + t0),
            phi(r) * (r * a**2 / (1 + g) + q * (t * r + t0)))


def moment_response(r):
    front = -phi(r) / (c * (1 + g))
    return front * (1 / r + Z / 3), front * q * Z / 3


def energy_minus_h(spinor, kappa, r):
    G, F = spinor(r)
    dG = mp.diff(lambda s: spinor(s)[0], r)
    dF = mp.diff(lambda s: spinor(s)[1], r)
    E = g * c**2
    return ((E - c**2 + Z / r) * G - c * (-dF + kappa * F / r),
            -c * (dG + kappa * G / r) + (E + c**2 + Z / r) * F)


for r in (mp.mpf('0.004'), mp.mpf('0.03'), mp.mpf('0.11')):
    ground_res = energy_minus_h(lambda s: (phi(s), q * phi(s)), -1, r)
    assert max(abs(v) for v in ground_res) < 1e-8 * c**2 * phi(r)
    left = energy_minus_h(field_response, -1, r)
    right = (phi(r) * (r * q - w), phi(r) * (r - w * q))
    assert max(abs(u - v) for u, v in zip(left, right)) < 1e-9 * phi(r)
    left = energy_minus_h(moment_response, 2, r)
    right = (phi(r) * q / r**2, phi(r) / r**2)
    assert max(abs(u - v) for u, v in zip(left, right)) < 1e-8 * phi(r) / r**2


def integrate(function):
    return mp.quad(function, [0, 0.01, 0.05, 0.2, 0.6, 2])


norm_check = integrate(lambda r: (1 + q**2) * phi(r)**2)
w_check = integrate(lambda r: 2 * q * r * phi(r)**2)
overlap = integrate(lambda r: phi(r) * (field_response(r)[0]
                                        + q * field_response(r)[1]))
R_s = integrate(lambda r: phi(r) / r**2 * (q * field_response(r)[0]
                                           + field_response(r)[1]))
R_d = integrate(lambda r: phi(r) * r * (q * moment_response(r)[0]
                                        + moment_response(r)[1]))
assert abs(norm_check - 1) < 1e-10 and abs(w_check / w - 1) < 1e-10
assert abs(overlap) < 1e-12
factor_s, factor_d = channel_factors(g)
sigma_s, sigma_d = Z * a**2 * factor_s, Z * a**2 * factor_d
assert abs(mp.mpf(4) / 9 * R_s / sigma_s - 1) < 1e-9
assert abs(mp.mpf(2) / 9 * R_d / sigma_d - 1) < 1e-9

# ---------- symbolic expansion
X = sp.symbols('x', positive=True)
series = [sp.series(f, X, 0, 3).removeO()
          for f in channel_factors(sp.sqrt(1 - X))]
coefficient = [[sp.nsimplify(s.coeff(X, k)) for k in range(3)]
               for s in series]
relative = [3 * (coefficient[0][k] + coefficient[1][k]) for k in range(3)]
assert relative[0] == 1
assert relative[1] == sp.Rational(97, 36)
assert relative[2] == sp.Rational(289, 72)

# ---------- report
x_rb = (Z * a)**2
sigma = sigma_s + sigma_d
leading = Z * a**2 / 3
two = leading * (1 + mp.mpf(97) / 36 * x_rb)
three = two + leading * mp.mpf(289) / 72 * x_rb**2


def show(label, value, unit="", digits=8):
    print(f"{label}: {mp.nstr(mp.mpf(value), digits)} {unit}".rstrip())


show("alpha", a, "(dimensionless)", 10)
print("Angular A^2, kappa=-1 and 2:",
      f"{angular[-1]**2:.8f} {angular[2]**2:.8f}")
print("kappa=-1 series coefficients / (Z alpha^2):", *coefficient[0])
print("kappa=2 series coefficients / (Z alpha^2):", *coefficient[1])
print("Total relative coefficients of 1, x, x^2:", *relative)
show("x coefficient from diagonalization", numeric_coefficient)
show("97/36", mp.mpf(97) / 36)
print("Rb36+ example, Z =", int(Z))
show("Z alpha", Z * a)
show("x = (Z alpha)^2", x_rb)
show("gamma", g)
show("q = F/G", q)
show("1s energy minus c^2", (g - 1) * c**2, "hartree")
show("w", w, "a.u.")
show("t", t, "a.u.")
show("t0", t0, "a.u.")
show("R_-1", R_s * 10**6, "ppm")
show("R_2", R_d * 10**6, "ppm")
show("kappa=-1 shielding", sigma_s * 10**6, "ppm")
show("kappa=2 shielding", sigma_d * 10**6, "ppm")
show("Total shielding", sigma * 10**6, "ppm")
show("Total shielding (pure number)", sigma)
show("Diagonalization total", total(spectral[37]) * 1e6, "ppm")
show("Mixed energy difference total", sigma_difference * 1e6, "ppm", 6)
show("Leading term", leading * 10**6, "ppm")
show("Through x", two * 10**6, "ppm")
show("Through x^2", three * 10**6, "ppm")
show("Error of leading term", 100 * (leading / sigma - 1), "%", 4)
show("Error through x", 100 * (two / sigma - 1), "%", 4)
show("Error through x^2", 100 * (three / sigma - 1), "%", 4)
show("Negative-energy share, Z=6", 100 * share_low, "%", 5)
show("Negative-energy share, Z=37", 100 * share_rb, "%", 4)
show("Same share, smaller basis", 100 * share_small_basis, "%", 4)
show("Largest relative deviation, kappa=-1", worst[-1], "", 2)
show("Largest relative deviation, kappa=2", worst[2], "", 2)
print("Z | sigma/ppm | sigma/leading | 1+(97/36)x")
for charge in (1, 10, 20, 37, 60, 80):
    xx = (charge * ALPHA)**2
    factor = sum(channel_factors(np.sqrt(1 - xx)))
    print(f"{charge} | {charge * ALPHA**2 * factor * 1e6:.4f} | "
          f"{3 * factor:.6f} | {1 + 97 / 36 * xx:.6f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
alpha: 0.007297352564 (dimensionless)
Angular A^2, kappa=-1 and 2: 0.44444444 0.22222222
kappa=-1 series coefficients / (Z alpha^2): 2/9 8/9 4/3
kappa=2 series coefficients / (Z alpha^2): 1/9 1/108 1/216
Total relative coefficients of 1, x, x^2: 1 97/36 289/72
x coefficient from diagonalization: 2.6942738
97/36: 2.6944444
Rb36+ example, Z = 37
Z alpha: 0.27000204
x = (Z alpha)^2: 0.072901104
gamma: 0.96285975
q = F/G: -0.13755544
1s energy minus c^2: -697.45177 hartree
w: -0.010675003 a.u.
t: 1.8040481e-5 a.u.
t0: -5.6845839e-7 a.u.
R_-1: 1307.4454 ppm
R_2: 991.36356 ppm
kappa=-1 shielding: 581.08685 ppm
kappa=2 shielding: 220.30301 ppm
Total shielding: 801.38986 ppm
Total shielding (pure number): 0.00080138986
Diagonalization total: 801.38433 ppm
Mixed energy difference total: 801.373 ppm
Leading term: 656.7667 ppm
Through x: 785.77406 ppm
Through x^2: 799.78427 ppm
Error of leading term: -18.05 %
Error through x: -1.949 %
Error through x^2: -0.2004 %
Negative-energy share, Z=6: 98.793 %
Negative-energy share, Z=37: 67.63 %
Same share, smaller basis: 67.62 %
Largest relative deviation, kappa=-1: 4.5e-14
Largest relative deviation, kappa=2: 0.00011
Z | sigma/ppm | sigma/leading | 1+(97/36)x
1 | 17.7530 | 1.000143 | 1.000143
10 | 180.0718 | 1.014463 | 1.014348
20 | 376.0507 | 1.059271 | 1.057393
37 | 801.3899 | 1.220205 | 1.196428
60 | 1830.1007 | 1.718361 | 1.516538
80 | 3984.5321 | 2.805937 | 1.918290
ALL CHECKS PASSED
```
